# Quarter-Wave Focus Tolerance at High Numerical Aperture

## Focus tolerance from the path difference between rays

A projection lens forms the image of a mask in a plane, but the resist-coated wafer placed there is neither perfectly flat nor perfectly positioned. Some parts of its surface lie above the plane of best focus and some below it. The question is how large this displacement may become before the light waves that form the image no longer add up as intended.

At focus, all rays from one object point arrive in phase. When the surface is displaced along the optical axis, a ray travelling along the axis changes its path by the full displacement, while an inclined ray changes its path by less. The difference grows with inclination, and it can be found without assuming that the angles are small. This matters in immersion lithography, where the outermost rays may be inclined by about 70°.

### Exact path lengths

Let the space between the last lens surface and the wafer be filled with a uniform medium of refractive index $n$, and let $\lambda$ be the vacuum wavelength. The lens is taken to be free of aberration. It then delivers a converging wave whose phase is constant on a sphere of radius $R$ centred on the focus $O$. The marginal ray, which passes the edge of the aperture, makes the angle $\theta<90^\circ$ with the axis inside the medium. The numerical aperture is

$$
\mathrm{NA}=n\sin\theta. \tag{1}
$$

Place the origin at $O$ and let $z$ increase away from the lens. The marginal ray starts on the sphere at the point $Q$ with transverse coordinate $R\sin\theta$ and axial coordinate $-R\cos\theta$. The observation point $P$ lies on the axis at $z$, with $z>-R$. The distance $s$ from $Q$ to $P$ follows from Pythagoras:

$$
s^2=R^2\sin^2\theta+(z+R\cos\theta)^2=R^2+2Rz\cos\theta+z^2. \tag{2}
$$

The axial ray covers the distance $R+z$. Define $W$ as the axial optical path minus the marginal one:

$$
W=n(R+z-s). \tag{3}
$$

To avoid a difference of nearly equal lengths, multiply and divide by $R+z+s$. The numerator becomes

$$
(R+z)^2-s^2=2Rz-2Rz\cos\theta=2Rz(1-\cos\theta),
$$

so that

$$
W=\frac{2nRz(1-\cos\theta)}{R+z+s}. \tag{4}
$$

Equation (4) is exact for the two straight paths. Now use the fact that focus errors are very small compared with the distance to the reference sphere. For $|z|\ll R$, equation (2) gives $s=R+z\cos\theta+O(z^2/R)$, and the denominator is

$$
R+z+s=2R\left[1+\frac{z}{R}\,\frac{1+\cos\theta}{2}+O\!\left(\frac{z^2}{R^2}\right)\right].
$$

Since $(1+\cos\theta)/2=\cos^2(\theta/2)$, equation (4) becomes

$$
W=nz(1-\cos\theta)\left[1-\frac{z}{R}\cos^2\frac{\theta}{2}+O\!\left(\frac{z^2}{R^2}\right)\right]. \tag{5}
$$

The expansion is in $z/R$, not in $\theta$. In the limit of a distant sphere, with $1-\cos\theta=2\sin^2(\theta/2)$,

$$
W=nz(1-\cos\theta)=2nz\sin^2\frac{\theta}{2}. \tag{6}
$$

This has a direct reading. Near the focus each ray belongs to a nearly plane wave. A displacement $z$ along the axis advances the axial wave by $z$ and the inclined wave by the projection $z\cos\theta$.

### The quarter-wave condition

For a ray at an intermediate angle $\alpha$, the path difference from the axial ray is $nz(1-\cos\alpha)$. Its magnitude increases with $\alpha$ between 0 and $\theta$, so the marginal ray sets the largest difference. The quarter-wave criterion allows this largest difference to reach $\lambda/4$. Let $\delta$ be the displacement to one side of focus at which this happens. From equation (6),

$$
2n\delta\sin^2\frac{\theta}{2}=\frac{\lambda}{4},
\qquad
\boxed{\delta=\frac{\lambda}{8n\sin^2(\theta/2)}}. \tag{7}
$$

The permitted interval is $-\delta\le z\le\delta$, with full length $2\delta$. The value $\lambda/4$ is a convention. Equation (7) is the geometrical consequence of that choice, and its effect on an image has to be examined separately.

The wavelength in equation (7) is the vacuum value because $W$ is an optical path, already multiplied by $n$. The index and angle are those of the medium whose thickness changes when the wafer moves. For an immersed wafer this is the liquid, not the resist. The result refers to one fixed depth in the resist. Depth within the film adds a path difference of its own: at $\mathrm{NA}=1.35$ and a vacuum wavelength of 193 nm, a resist of index 1.70 accumulates a quarter wave over 72 nm, so the thickness of the film uses up part of the tolerance.

At finite $R$, the correction in equation (5) makes the two sides slightly unequal. Setting $|W|=\lambda/4$ and replacing $z$ by $\pm\delta$ inside the small correction gives

$$
|z_\pm|\simeq\delta\left[1\pm\frac{\delta}{R}\cos^2\frac{\theta}{2}\right], \tag{8}
$$

where the upper sign refers to displacement away from the lens.

A residual aberration can also shift the interval. Suppose it adds a path difference $W_0$ between the axial and marginal rays at $z=0$. The two-ray condition becomes $|W_0+nz(1-\cos\theta)|\le\lambda/4$. Its interval still has length $2\delta$, but its centre moves to $z=-W_0/[n(1-\cos\theta)]$. With aberration present, however, an intermediate ray may have a larger path error than the marginal one, and the two-ray condition is then insufficient.

### Dependence on aperture and index

Lenses are specified by NA, so it is useful to eliminate $\theta$. Equation (1) gives $n\cos\theta=\sqrt{n^2-\mathrm{NA}^2}$, and therefore

$$
n(1-\cos\theta)=n-\sqrt{n^2-\mathrm{NA}^2}
=\frac{\mathrm{NA}^2}{n+\sqrt{n^2-\mathrm{NA}^2}}.
$$

The last step multiplies and divides by the sum of the two terms. Inserting this in $\delta=\lambda/[4n(1-\cos\theta)]$ yields

$$
\delta=\frac{\lambda\left(n+\sqrt{n^2-\mathrm{NA}^2}\right)}{4\,\mathrm{NA}^2}. \tag{9}
$$

At fixed NA, both terms in the bracket increase with $n$. Immersion therefore enlarges the focus tolerance if the aperture is not raised at the same time. The ray angle is smaller in the denser medium, and this outweighs the larger optical path per unit length.

For $\mathrm{NA}\ll n$, the square root tends to $n$, and equation (9) becomes

$$
\delta_{\mathrm{NA}}=\frac{n\lambda}{2\,\mathrm{NA}^2}
=\frac{\lambda}{2n\sin^2\theta}. \tag{10}
$$

The ratio of equations (7) and (10), with $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$, is

$$
\frac{\delta}{\delta_{\mathrm{NA}}}
=\frac{\sin^2\theta}{4\sin^2(\theta/2)}
=\cos^2\frac{\theta}{2}. \tag{11}
$$

Thus the paraxial form written in NA is too large. One may instead replace $\sin(\theta/2)$ by $\theta/2$ in equation (7), with $\theta$ in radians. This gives

$$
\delta_\theta=\frac{\lambda}{2n\theta^2},
\qquad
\frac{\delta}{\delta_\theta}
=\left[\frac{\theta/2}{\sin(\theta/2)}\right]^2>1, \tag{12}
$$

which is too small. The two approximations agree as $\theta\to0$, but at finite angle they err in opposite directions. A statement about the paraxial error must therefore say which form is meant.

### What a quarter wave does to a point image

Consider the intensity on the axis in a scalar model. Write $k=2\pi n/\lambda$ for the wavenumber in the medium. For a distant reference sphere, a contribution from angle $\alpha$ reaches $z$ with phase $kz\cos\alpha$, apart from a phase common to all contributions. If the amplitude per unit solid angle is uniform, the field is proportional to

$$
U(z)=\int_0^\theta e^{ikz\cos\alpha}\sin\alpha\,d\alpha
=\int_{\cos\theta}^{1}e^{ikzc}\,dc, \tag{13}
$$

where $c=\cos\alpha$. The phase is linear in $c$ at any aperture. Integration gives

$$
U(z)=\frac{e^{ikz}-e^{ikz\cos\theta}}{ikz}
=(1-\cos\theta)\,e^{ikz(1+\cos\theta)/2}\,\frac{\sin u}{u},
$$

$$
u=\frac{kz(1-\cos\theta)}{2}=\frac{\pi W}{\lambda}. \tag{14}
$$

The second form follows by taking out the mean of the two phases, which leaves $2i\sin u$ in the numerator. Since $U(0)=1-\cos\theta$,

$$
\frac{I(z)}{I(0)}=\left(\frac{\sin u}{u}\right)^2. \tag{15}
$$

At $W=\lambda/4$ one has $u=\pi/4$, and the relative intensity is

$$
\left(\frac{1/\sqrt2}{\pi/4}\right)^2=\frac{8}{\pi^2}\simeq0.811.
$$

In this model the quarter-wave condition marks the same fractional loss of axial intensity, about 19% of the focal value, at every aperture. The first zero occurs at $u=\pi$, where $W=\lambda$ and $z=4\delta$.

A lens obeying the sine condition weights the angles differently. For a nearly parallel input beam of uniform intensity, a ray at pupil height $h$ emerges at an angle given by $h\propto\sin\alpha$. The power in a ring is proportional to $h\,dh\propto\sin\alpha\cos\alpha\,d\alpha$, while its solid angle is proportional to $\sin\alpha\,d\alpha$. The power per solid angle thus varies as $\cos\alpha$ and the amplitude as $\sqrt{\cos\alpha}$. This factor belongs inside equation (13), and the integral is then evaluated numerically. Neither version includes the different directions of the electric field in inclined rays, which a quantitative point image at high aperture requires.

### What a quarter wave does to a grating image

A three-beam image of dense lines, with its outer orders at the edge of the aperture, is a stricter case. Let a grating be illuminated along the axis by coherent light, and let three diffraction orders reach the image: an axial order of amplitude $a_0$ and two orders of amplitude $a_1$ at the marginal angles $\pm\theta$. Take both amplitudes real and positive, with all orders in phase at $x=z=0$. The electric field is parallel to the lines, so the three fields have a common direction and add as scalars. With $K=k\sin\theta$,

$$
E=a_0e^{ikz}+a_1e^{ikz\cos\theta}\left(e^{iKx}+e^{-iKx}\right)
=e^{ikz}\left[a_0+2a_1\cos(Kx)\,e^{-i\varphi}\right], \tag{16}
$$

where

$$
\varphi=kz(1-\cos\theta)=\frac{2\pi W}{\lambda}=\frac{\pi z}{2\delta}. \tag{17}
$$

The last equality holds because $W$ is proportional to $z$ and equals $\lambda/4$ at $z=\delta$. Squaring the magnitude of equation (16) gives

$$
I=a_0^2+4a_1^2\cos^2(Kx)+4a_0a_1\cos(Kx)\cos\varphi. \tag{18}
$$

The middle term has half the grating period, because $\cos^2(Kx)=[1+\cos(2Kx)]/2$. The last term carries the full period $p=2\pi/K=\lambda/\mathrm{NA}$. At $z=\delta$, $\varphi=\pi/2$ and this fundamental term vanishes. The image then has twice as many bright lines as intended. For $\delta<z<3\delta$, $\cos\varphi$ is negative and the fundamental has reversed contrast.

The quarter-wave distance is therefore not a usable process limit for this coherent image. The complete loss at $\delta$ depends on a single on-axis source point. With the outer orders at the edge of the aperture, any tilted illumination pushes at least one of them outside it, and an incoherent disc source of radius $0.3\,\mathrm{NA}$ leaves about half of the fundamental at $\delta$ for the parameters used below. The fundamental recovers periodically, with $\cos\varphi=1$ again at $z=\pm4\delta$, but a focus tolerance concerns the continuous range around $z=0$. If the fundamental must retain at least a fraction $f$ of its focal value throughout this range, with $0<f<1$, equation (17) requires

$$
|z|\le\frac{2\delta}{\pi}\arccos f. \tag{19}
$$

For $f=1/\sqrt2$, the permitted displacement is $\delta/2$.

If the axial order is absent, equation (18) reduces to $I=4a_1^2\cos^2(Kx)$, which does not depend on $z$. The two remaining waves have equal inclination and acquire equal phases along the axis. What limits focus here is the interference of waves with different inclinations, not a large angle by itself. The ideal two-beam result requires equal and opposite angles. For angles $\beta_1$ and $\beta_2$ of different size, the relative phase changes by $kz(\cos\beta_1-\cos\beta_2)$, and the fringes shift with focus.

### Numerical example

Take the round model parameters $\lambda=193$ nm, $n=1.44$ and $\mathrm{NA}=1.35$. Equation (1) gives

$$
\sin\theta=\frac{1.35}{1.44}=0.9375,\qquad
\theta=69.64^\circ,\qquad \cos\theta=0.3480.
$$

Hence $\sin^2(\theta/2)=(1-0.3480)/2=0.3260$, and equation (7) yields

$$
\delta=\frac{193\ \mathrm{nm}}{8(1.44)(0.3260)}
=51.4\ \mathrm{nm}=0.0514\ \mu\mathrm{m}.
$$

The full interval is 102.8 nm. The paraxial expression (10) gives instead

$$
\delta_{\mathrm{NA}}=\frac{1.44(193\ \mathrm{nm})}{2(1.35)^2}=76.2\ \mathrm{nm},
$$

which is 48% above $\delta$. Expression (12) gives 45.4 nm, which is 12% below $\delta$. At the displacement $\delta_{\mathrm{NA}}$, the path difference is $0.25\lambda/\cos^2(\theta/2)=0.25\lambda/0.6740=0.371\lambda$. Equation (15) then gives a relative point intensity of 0.622, instead of the 0.811 reached at a quarter wave. With the amplitude weight $\sqrt{\cos\alpha}$, numerical quadrature gives 0.816 at $\delta$, so this change of weighting has little effect here.

For the same wavelength and liquid, the tolerance varies with aperture as follows.

| NA | $\delta$ (nm) | $\delta_{\mathrm{NA}}$ (nm) |
|---|---:|---:|
| 0.45 | 669.0 | 686.2 |
| 0.90 | 152.7 | 171.6 |
| 1.35 | 51.4 | 76.2 |

Between the first and last rows NA triples. The paraxial value falls by a factor of 9, while $\delta$ falls by a factor of 13. The additional loss is the decrease of $\cos^2(\theta/2)$ in equation (11).

At $\mathrm{NA}=0.90$ in air, with $n=1$, equation (9) gives 85.5 nm. Filling the gap with the liquid at the same NA raises this to 152.7 nm, a factor of 1.79. The paraxial expression predicts a factor of 1.44. The excess follows from writing the bracket in equation (9) as $n[1+\sqrt{1-\mathrm{NA}^2/n^2}]$: the prefactor supplies the index ratio, and the square root also increases with $n$.

The finite-sphere correction can be made visible by choosing a deliberately small radius, $R=10\ \mu$m, at $\mathrm{NA}=1.35$. Solving $|W|=\lambda/4$ numerically with the exact distances (2) gives 51.57 nm away from the lens and 51.21 nm towards it. The relative shift predicted by equation (8) is 0.0035 on each side. Since this shift is inversely proportional to $R$, a radius of millimetres makes it negligible for this purpose.

For the grating, let the mask transmit over half of each period, centred on $x=0$ in image coordinates. Its Fourier amplitudes are

$$
a_m=\frac1p\int_{-p/4}^{p/4}e^{-imKx}\,dx=\frac{\sin(m\pi/2)}{m\pi},
$$

so $a_0=1/2$ (the limit $m\to0$) and $a_1=1/\pi=0.3183$. The second order vanishes and the third lies outside the aperture. Any angular weighting by the lens is omitted; a positive factor multiplying $a_1$ would change the intensities but not the position where $\cos\varphi=0$. The period is $p=193/1.35=143.0$ nm. Equation (18) gives these intensities, in units of the intensity of a fully open mask:

| Position | $z=0$ | $z=\delta$ |
|---|---:|---:|
| $x=0$ | 1.292 | 0.655 |
| $x=p/4$ | 0.250 | 0.250 |
| $x=p/2$ | 0.019 | 0.655 |

At focus the point $x=p/2$ is almost dark in this unweighted model. The sine-condition factor $1/\sqrt{\cos\theta}\simeq1.70$ on the plane-wave amplitude $a_1$ would raise it to 0.335 against 2.49 at $x=0$. At a displacement of 51.4 nm it is as bright as the intended line centre. At half that displacement, the fundamental still has 0.707 of its focal value. The same quarter-wave path difference thus costs a point image about one fifth of its axial intensity, but removes the intended period from this three-beam grating image.

All numerical values are calculated from the stated model.
